# Field Dependence of the Miller–Weinreich Wall-Step Barrier with Depolarization: test program

```python
"""
Result under test: the critical triangular step on a 180-degree ferroelectric
wall has a barrier F* = B(E)/E, with B only logarithmically field dependent:
    u  = -2 g W_{-1}( -(P E c/g) exp(-sigma/(2 g)) ),  g = P^2 c/(pi eps)
    F* = (4 c sigma/3) (u/(P E)) sqrt(2 sigma/(3 (u-g)))
    -d ln F*/d ln E = u/(u-g)
Symbols: P polarization, E field, c step thickness, sigma wall energy/area,
eps background permittivity, a half-base on the electrode, l step length.
The closed form assumes c << a << l. Coulomb quadrature avoids that limit.
"""
import numpy as np
from scipy.constants import epsilon_0, e as q_e, k as k_B
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

P, c, sigma, eps_r, T = 0.25, 0.4e-9, 0.01, 10.0, 300.0
eps = epsilon_0 * eps_r
g = P**2 * c / (np.pi * eps)


def log_factor(a, l, width=c):
    return np.log(l**2 / (2 * a * width)) + 0.5


def needle_energy(a, l, E):
    kappa = sigma / 2 + g * log_factor(a, l)
    return 2 * c * (-P * E * a * l + sigma * l + kappa * a**2 / l)


def closed_form(E):
    arg = -(P * E * c / g) * np.exp(-sigma / (2 * g))
    u = -2 * g * lambertw(arg, -1).real
    slope = np.sqrt(2 * sigma / (3 * (u - g)))
    l = slope * u / (P * E)
    return dict(u=u, a=slope * l, l=l, F=4 * c * sigma * l / 3,
                n=u / (u - g))


def strip_kernel(rho, width):
    """1/distance averaged over two parallel segments of given width."""
    root = np.sqrt(rho**2 + width**2)
    return 2 / width * np.arcsinh(width / rho) - 2 / (root + rho)


def gauss_unit(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


RULES = {n: gauss_unit(n) for n in (60, 120)}


def coulomb_energy(a, l, width=c, n=60):
    """Energy of both charged facets above a grounded electrode."""
    x, w = RULES[n]
    s = a / l
    # each facet with itself
    top = np.arcsinh(l / width)
    v = top * x**3
    t = width * np.sinh(v)
    own = 2 * np.sum(w * 3 * top * x**2 * width * np.cosh(v)
                     * (l - t) * strip_kernel(np.sqrt(1 + s*s) * t, width))
    # the two facets with each other, distances measured from the apex
    z = (l * x**3)[:, None]
    wz = (w * 3 * l * x**2)[:, None]
    top = np.arcsinh(1 / s)
    r = s * np.sinh(top * x)
    wr = w * top * s * np.cosh(top * x)
    rho = z * np.sqrt(r**2 + s**2 * (2 - r)**2)
    mutual = 2 * np.sum(wz * z * wr * strip_kernel(rho, width))
    # each facet with its own image
    rho = z * np.sqrt((1 + x)**2 + s**2 * (1 - x)**2)
    own_image = 2 * np.sum(wz * z * w * strip_kernel(rho, width))
    # each facet with the image of the other
    def cross(p):
        return strip_kernel(np.sqrt(p**2 + s**2 * (2*l - p)**2), width)
    p1, p2 = l * x**3, l + l * x
    mutual_image = np.sum(w * 3 * l * x**2 * p1 * cross(p1))
    mutual_image += np.sum(w * l * (2*l - p2) * cross(p2))
    line_charge = 2 * P * width * a / l
    total = own + mutual - own_image - mutual_image
    return line_charge**2 / (4 * np.pi * eps) * total


def full_energy(a, l, E):
    return (-2 * P * E * c * a * l + 2 * sigma * c * np.hypot(a, l)
            + coulomb_energy(a, l))


def numerical_saddle(energy, a0, l0):
    """Minimize over a at fixed l, then maximize over l."""
    def ridge(log_l):
        res = minimize_scalar(
            lambda y: energy(np.exp(y), np.exp(log_l)) / q_e,
            bounds=(np.log(a0) - 2, np.log(a0) + 2), method="bounded",
            options={"xatol": 1e-7})
        return res.fun, res.x
    res = minimize_scalar(lambda y: -ridge(y)[0],
                          bounds=(np.log(l0) - 0.8, np.log(l0) + 0.7),
                          method="bounded", options={"xatol": 1e-6})
    value, log_a = ridge(res.x)
    return value * q_e, np.exp(log_a), np.exp(res.x)


# Width-averaged Coulomb kernel against its defining integral
rho0 = 0.7 * c
direct = quad(lambda t: 2 * (1 - t) / np.hypot(rho0 / c, t), 0, 1)[0] / c
assert abs(strip_kernel(rho0, c) / direct - 1) < 1e-9

E0 = 1e7
ref = closed_form(E0)
a0, l0 = ref["a"], ref["l"]

# Energy of the facet charges in the applied field equals -2 P E volume
charge_work = quad(lambda x: -E0 * (2 * P * c * a0 / l0) * 2 * l0**2 * x,
                   0, 1)[0]
assert abs(charge_work / (-2 * P * E0 * c * a0 * l0) - 1) < 1e-10

# Quadrature convergence and the needle limit of the electrostatic energy
assert abs(coulomb_energy(a0, l0) / coulomb_energy(a0, l0, n=120) - 1) < 1e-5
log_errors = []
for small in (0.1, 0.01):
    l_t = 1e-7
    a_t = small * l_t
    w_t = small * a_t
    unit = 2 * P**2 * w_t**2 * a_t**2 / (np.pi * eps * l_t)
    numeric = coulomb_energy(a_t, l_t, w_t, 120) / unit
    log_errors.append(numeric - log_factor(a_t, l_t, w_t))
    # end corrections are of first order in a/l and c/a
    assert abs(log_errors[-1]) < 4 * small
assert abs(log_errors[1]) < 0.3 * abs(log_errors[0])

# Frozen logarithm: exact inverse-field scaling and needle-limit prefactor
sigma_p = g * log_factor(a0, l0)
kappa0 = sigma / 2 + sigma_p
frozen = []
for E in (E0, 2 * E0):
    def frozen_energy(a, l, E=E):
        return 2 * c * (-P * E * a * l + sigma * np.hypot(a, l)
                        + sigma_p * a**2 / l)
    ag = 2 * sigma / (3 * P * E)
    lg = 2 * np.sqrt(kappa0 * sigma / 3) / (P * E)
    frozen.append(numerical_saddle(frozen_energy, ag, lg)[0])
frozen_formula = (8 * c * sigma**1.5 * np.sqrt(kappa0)
                  / (3 * np.sqrt(3) * P * E0))
assert abs(frozen[0] / frozen[1] - 2) < 1e-6
assert abs(frozen[0] / frozen_formula - 1) < 1e-3

# Closed-form saddle and exponent against nested optimization
fields = [2e6, 5e6, 1e7, 2e7]
h = 0.02
for E in fields:
    cf = closed_form(E)
    F, a, l = numerical_saddle(lambda a, l: needle_energy(a, l, E),
                               cf["a"] * 1.1, cf["l"] * 1.1)
    assert abs(F / cf["F"] - 1) < 1e-7
    assert abs(a / cf["a"] - 1) < 1e-3 and abs(l / cf["l"] - 1) < 1e-3
    up, down = [numerical_saddle(
        lambda a, l: needle_energy(a, l, E * np.exp(d)),
        cf["a"], cf["l"])[0] for d in (h, -h)]
    assert abs(-np.log(up / down) / (2 * h) - cf["n"]) < 1e-4

# Hessian in (ln a, ln l) by finite differences against the derived form
d = 1e-3
def scaled(i, j):
    value = needle_energy(a0 * np.exp(i*d), l0 * np.exp(j*d), E0)
    return value / (2 * c * a0**2 / l0)
haa = (scaled(1, 0) - 2 * scaled(0, 0) + scaled(-1, 0)) / d**2
hll = (scaled(0, 1) - 2 * scaled(0, 0) + scaled(0, -1)) / d**2
hal = (scaled(1, 1) - scaled(1, -1) - scaled(-1, 1)
       + scaled(-1, -1)) / (4 * d**2)
det = haa * hll - hal**2
u0 = ref["u"]
assert abs(haa / (u0 - 2 * g) - 1) < 1e-3
assert abs(det / (-3 * (u0 - g) * (u0 - 2 * g)) - 1) < 1e-3

# Full square root and full Coulomb energy: barrier and local exponent
full = {}
for E in fields:
    cf = closed_form(E)
    vals = [numerical_saddle(lambda a, l: full_energy(a, l, E * np.exp(x)),
                             cf["a"], cf["l"]) for x in (-0.05, 0, 0.05)]
    n_full = -np.log(vals[2][0] / vals[0][0]) / 0.1
    full[E] = (vals[1], n_full)
    # neglected end corrections enter the barrier at the per-cent level
    assert abs(vals[1][0] / cf["F"] - 1) < 0.04
    assert abs(n_full - cf["n"]) < 0.015

# Mathematical low-field limit: (E F*)^2 is linear in ln(1/E)
low = [(E * closed_form(E)["F"])**2 for E in (1e-200, 1e-201)]
rate = (4 * c * sigma / (3 * P))**2 * (2 * sigma / 3) * 2 * g
assert abs((low[1] - low[0]) / (rate * np.log(10)) - 1) < 0.01

print(f"P = {P} C/m^2, c = {c*1e9:.1f} nm, sigma = {sigma} J/m^2")
print(f"eps_r = {eps_r:.0f}, T = {T:.0f} K")
print(f"g = {g:.5f} J/m^2")
E_max = g / (P * c) * np.exp(sigma / (2 * g) - 1)
print(f"closed-form existence limit = {E_max:.3e} V/m")
print(f"Lambda error, a/l=c/a=0.1: {log_errors[0]:.4f}")
print(f"Lambda error, a/l=c/a=0.01: {log_errors[1]:.4f}")
print(f"At E = {E0:.1e} V/m: u = {u0:.4f} J/m^2")
print(f"  Lambda = {log_factor(a0, l0):.4f}, kappa = {kappa0:.4f} J/m^2")
print(f"  a/l = {a0/l0:.4f}, c/a = {c/a0:.4f}")
terms = (-2*P*E0*c*a0*l0, 2*sigma*c*(l0 + a0**2/(2*l0)),
         2*c*sigma_p*a0**2/l0)
for name, value in zip(("field", "wall", "depolarization"), terms):
    print(f"  {name} energy = {value/q_e:.4f} eV")
print(f"  barrier = {ref['F']/q_e:.4f} eV = {ref['F']:.4e} J")
print(f"  barrier/kT = {ref['F']/(k_B*T):.2f}")
print(f"  frozen-log barrier formula = {frozen_formula/q_e:.4f} eV")
print(f"  scaled Hessian: aa = {haa:.4f}, det = {det:.4f} (J/m^2 units)")
print("Closed form: E(V/m), Lambda, a(nm), l(nm), F*(eV), n")
for E in fields:
    r = closed_form(E)
    print(f"  {E:.1e} {log_factor(r['a'], r['l']):.3f} {r['a']*1e9:.3f} "
          f"{r['l']*1e9:.2f} {r['F']/q_e:.4f} {r['n']:.4f}")
print("Full energy: E(V/m), a(nm), l(nm), F*(eV), n, closed/full-1 (%)")
for E in fields:
    (F, a, l), n_full = full[E]
    print(f"  {E:.1e} {a*1e9:.3f} {l*1e9:.2f} {F/q_e:.4f} {n_full:.4f} "
          f"{100*(closed_form(E)['F']/F-1):.2f}")
print("E(V/m), E F*(eV V/m), activation field(V/m), pure-1/E error(%)")
for E in fields:
    r = closed_form(E)
    act = r["n"] * E * r["F"] / (k_B * T)
    err = 100 * (ref["F"] * E0 / E / r["F"] - 1)
    print(f"  {E:.1e} {E*r['F']/q_e:.4e} {act:.4e} {err:.2f}")
print("PASS")
```

It prints:

```
P = 0.25 C/m^2, c = 0.4 nm, sigma = 0.01 J/m^2
eps_r = 10, T = 300 K
g = 0.08988 J/m^2
closed-form existence limit = 3.495e+08 V/m
Lambda error, a/l=c/a=0.1: 0.1239
Lambda error, a/l=c/a=0.01: 0.0163
At E = 1.0e+07 V/m: u = 1.1526 J/m^2
  Lambda = 6.8566, kappa = 0.6212 J/m^2
  a/l = 0.0792, c/a = 0.1383
  field energy = -1.3183 eV
  wall energy = 1.8290 eV
  depolarization energy = 0.7049 eV
  barrier = 1.2156 eV = 1.9475e-19 J
  barrier/kT = 47.02
  frozen-log barrier formula = 1.2118 eV
  scaled Hessian: aa = 0.9729, det = -3.1017 (J/m^2 units)
Closed form: E(V/m), Lambda, a(nm), l(nm), F*(eV), n
  2.0e+06 8.721 14.191 205.49 6.8403 1.0643
  5.0e+06 7.669 5.730 77.15 2.5683 1.0744
  1.0e+07 6.857 2.892 36.52 1.2156 1.0846
  2.0e+07 6.024 1.465 17.14 0.5706 1.0984
Full energy: E(V/m), a(nm), l(nm), F*(eV), n, closed/full-1 (%)
  2.0e+06 14.150 207.16 6.8832 1.0633 -0.62
  5.0e+06 5.709 77.93 2.5868 1.0734 -0.72
  1.0e+07 2.879 36.95 1.2249 1.0843 -0.76
  2.0e+07 1.457 17.39 0.5748 1.1000 -0.73
E(V/m), E F*(eV V/m), activation field(V/m), pure-1/E error(%)
  2.0e+06 1.3681e+07 5.6321e+08 -11.15
  5.0e+06 1.2842e+07 5.3367e+08 -5.34
  1.0e+07 1.2156e+07 5.0996e+08 0.00
  2.0e+07 1.1412e+07 4.8486e+08 6.52
PASS
```
